# Wigner Transfer Operators: Algebra, Completeness and Consistent Partner Phases

A calculation that uses symmetry must settle how to build the basis for a degenerate level. In ammonia, the nitrogen \(2p_x,2p_y\) orbitals and two combinations of the hydrogen \(1s\) orbitals belong to the same two-dimensional irreducible representation, E. One may project each row separately, or project one row and transfer the result to the other. The choice matters if the Fock block of the first row is to be reused for the second. Separate projections can give functions of the right symmetry with the wrong relative sign, and a coupling then changes sign between blocks that should be equal. Transfer operators prevent this.

## Conventions and result

Let \(G\) be a finite group of order \(g\), with identity \(E\). For each inequivalent irreducible representation \(\alpha\) over the complex numbers, fix one set of unitary matrices \(D^\alpha(R)\), of dimension \(d_\alpha\). Let linear operators \(O_R\) act on a finite-dimensional complex space \(V\), with \(O_RO_S=O_{RS}\) and \(O_E=1\). They need not be unitary yet. Functions \(f_1,\dots,f_{d_\alpha}\) are called partners if

\[
O_R f_j=\sum_i f_i\,D^\alpha_{ij}(R). \tag{1}
\]

The row label of the new function is the first index of \(D\). The transfer operators are

\[
P^\alpha_{ij}=\frac{d_\alpha}{g}\sum_R D^\alpha_{ij}(R)^*\,O_R . \tag{2}
\]

The claims are

\[
P^\alpha_{ij}P^\beta_{kl}=\delta_{\alpha\beta}\delta_{jk}P^\alpha_{il}, \tag{3}
\]

\[
\sum_{\alpha,i}P^\alpha_{ii}=1,\qquad
O_R=\sum_{\alpha,i,j}D^\alpha_{ij}(R)P^\alpha_{ij}, \tag{4}
\]

and that, for fixed \(j\) and any \(\varphi\), the functions \(P^\alpha_{ij}\varphi\) obey (1).

Two facts serve both derivations.

**Schur's lemma.** Suppose \(AD^\alpha(R)=D^\beta(R)A\) for all \(R\). If \(Av=0\), then \(AD^\alpha(R)v=D^\beta(R)Av=0\), so the kernel of \(A\) is invariant. The image is invariant because \(D^\beta(R)Av=A[D^\alpha(R)v]\). Irreducibility leaves \(A=0\) or \(A\) invertible. An invertible \(A\) would make the representations equivalent, so \(A=0\) for \(\alpha\ne\beta\). For \(\alpha=\beta\), \(A\) has a complex eigenvalue \(\lambda\). The matrix \(A-\lambda1\) also commutes with every \(D^\alpha(R)\) and is not invertible, so it vanishes and \(A=\lambda1\).

**Complete reducibility.** On a finite-dimensional space, the averaged inner product \((x,y)=g^{-1}\sum_R\langle O_Rx|O_Ry\rangle\) is unchanged when \(x,y\) become \(O_Sx,O_Sy\), since \(RS\) runs over the group with \(R\). The orthogonal complement of an invariant subspace is then invariant. Repeated splitting gives irreducible subspaces. In each, a change of basis brings the matrices to the chosen \(D^\alpha\), so each has a basis of partners.

## First derivation: orthogonality on the group

For any rectangular matrix \(X\) of suitable size, define

\[
M=\sum_R D^\beta(R)\,X\,D^\alpha(R)^\dagger .
\]

Multiply by \(D^\beta(S)\) and put \(T=SR\). Since \(R=S^{-1}T\), unitarity gives \(D^\alpha(R)^\dagger=D^\alpha(T)^\dagger D^\alpha(S)\). Hence \(D^\beta(S)M=MD^\alpha(S)\), and Schur's lemma applies.

Let \(X\) have a single nonzero element, equal to 1, in row \(l\) and column \(j\). Then

\[
M_{ki}=\sum_R D^\beta_{kl}(R)D^\alpha_{ij}(R)^* .
\]

For \(\alpha\neq\beta\) this is zero. For \(\alpha=\beta\), \(M=c1\). Its trace is \(cd_\alpha\), and also \(g\,\mathrm{tr}X=g\delta_{jl}\), because each term in the sum has the trace of \(X\). Therefore

\[
\sum_R D^\alpha_{ij}(R)^*D^\beta_{kl}(R)
=\frac{g}{d_\alpha}\delta_{\alpha\beta}\delta_{ik}\delta_{jl}. \tag{5}
\]

**Translation laws.** Apply \(O_S\) to (2) and put \(T=SR\):

\[
O_SP^\alpha_{ij}
=\frac{d_\alpha}{g}\sum_T D^\alpha_{ij}(S^{-1}T)^*O_T
=\sum_k D^\alpha_{ik}(S^{-1})^*P^\alpha_{kj}.
\]

Unitarity gives \(D^\alpha_{ik}(S^{-1})^*=D^\alpha_{ki}(S)\), so

\[
O_SP^\alpha_{ij}=\sum_kP^\alpha_{kj}D^\alpha_{ki}(S). \tag{6}
\]

Acting on \(\varphi\), this is (1) for the set \(P^\alpha_{ij}\varphi\) with \(j\) fixed. The second index records where the component was taken from; the first is the row it now occupies.

Multiplication from the right, with \(T=RS\), gives in the same way

\[
P^\alpha_{ij}O_S
=\sum_kD^\alpha_{kj}(S^{-1})^*P^\alpha_{ik}
=\sum_kD^\alpha_{jk}(S)P^\alpha_{ik}. \tag{7}
\]

**Product rule.** Write out the left factor and use (6), then (5):

\[
\begin{aligned}
P^\alpha_{ij}P^\beta_{kl}
&=\frac{d_\alpha}{g}\sum_S D^\alpha_{ij}(S)^*O_SP^\beta_{kl}\\
&=\sum_m\left[\frac{d_\alpha}{g}\sum_S
D^\alpha_{ij}(S)^*D^\beta_{mk}(S)\right]P^\beta_{ml}\\
&=\delta_{\alpha\beta}\sum_m\delta_{im}\delta_{jk}P^\alpha_{ml}
=\delta_{\alpha\beta}\delta_{jk}P^\alpha_{il}.
\end{aligned}
\]

The prefactor \(d_\alpha/g\) in (2) cancels the factor \(g/d_\alpha\) in (5).

**Completeness.** Equation (5) shows that the functions \(D^\alpha_{ij}(R)\) on the group are linearly independent. To show that they span all such functions, take a space with orthonormal vectors \(e_R\), one per group element, and let \(L_Re_S=e_{RS}\). This regular representation is reducible into the chosen irreducible ones, so its matrix elements are linear combinations of the \(D^\alpha_{ij}(R)\). Among them is

\[
\langle e_S|L_R e_E\rangle=\delta_{RS}.
\]

As \(S\) varies, these delta functions span every function of \(R\). Hence \(\sum_\alpha d_\alpha^2=g\). The table with rows \((\alpha,i,j)\), columns \(R\) and entries \(\sqrt{d_\alpha/g}\,D^\alpha_{ij}(R)\) is square. Its rows are orthonormal by (5), so it is unitary and its columns are orthonormal too:

\[
\sum_{\alpha,i,j}\frac{d_\alpha}{g}
D^\alpha_{ij}(R)D^\alpha_{ij}(S)^*=\delta_{RS}. \tag{8}
\]

Inserting (2) into the second sum in (4) now gives

\[
\sum_{\alpha,i,j}D^\alpha_{ij}(R)P^\alpha_{ij}
=\sum_S\delta_{RS}O_S=O_R .
\]

For \(R=E\), \(D^\alpha_{ij}(E)=\delta_{ij}\), which leaves \(\sum_{\alpha,i}P^\alpha_{ii}=1\).

## Second derivation: partner sets as invariant vectors

This route starts again from (2) and uses neither (5) nor (8). Attach to \(V\) an auxiliary space with orthonormal vectors \(e_1,\dots,e_{d_\alpha}\). A list of functions \(f_i\) becomes the single vector \(F=\sum_i e_i\otimes f_i\). Let the group act by \(W_R=D^\alpha(R)^*\otimes O_R\), so that

\[
W_RF=\sum_i e_i\otimes\sum_jD^\alpha_{ij}(R)^*O_Rf_j .
\]

If \(F\) is invariant, then \(f_i=\sum_jD^\alpha_{ij}(R)^*O_Rf_j\). Multiply by \(D^\alpha_{ik}(R)\) and sum over \(i\). Unitarity, \(\sum_iD^\alpha_{ik}(R)D^\alpha_{ij}(R)^*=\delta_{jk}\), gives \(O_Rf_k=\sum_if_iD^\alpha_{ik}(R)\). The steps can be reversed. A partner set is thus the same thing as an invariant vector.

The average \(\Pi=g^{-1}\sum_RW_R\) satisfies \(W_S\Pi=\Pi\), so everything it produces is invariant. It leaves invariant vectors unchanged. It is therefore a projector onto partner sets. On a single seed,

\[
\Pi(e_j\otimes\varphi)
=\frac1g\sum_{R,i}D^\alpha_{ij}(R)^*\,e_i\otimes O_R\varphi
=\frac1{d_\alpha}\sum_i e_i\otimes P^\alpha_{ij}\varphi . \tag{9}
\]

This proves that the \(P^\alpha_{ij}\varphi\) are partners and shows where the conjugate in (2) comes from: the auxiliary space must transform oppositely to the functions for their combination to be invariant.

**Action on an existing partner set.** Let \(f_1,\dots,f_{d_\beta}\) be nonzero partners of type \(\beta\). They are linearly independent: if \(\sum_jc_jf_j=0\), applying \(O_R\) gives \(\sum_i[D^\beta(R)c]_if_i=0\), so the possible vectors \(c\) form an invariant subspace. It is not the whole space, since the functions are not all zero, and so it contains only \(c=0\).

On the span of these functions, choose the inner product that makes them orthonormal. There \(O_R\) has the unitary matrix \(D^\beta(R)\), each \(W_R\) is unitary, and \(\Pi\) is Hermitian because \(W_R^\dagger=W_{R^{-1}}\). An invariant vector \(\sum_{ik}M_{ik}e_i\otimes f_k\) must obey

\[
M=D^\alpha(R)^*\,M\,D^\beta(R)^T .
\]

Multiply from the left by \(D^\alpha(R)^T\), the inverse of \(D^\alpha(R)^*\), and transpose:

\[
M^TD^\alpha(R)=D^\beta(R)M^T .
\]

By Schur's lemma there is no nonzero invariant vector for \(\alpha\neq\beta\). For \(\alpha=\beta\) the invariant vectors are multiples of the unit vector

\[
u=d_\alpha^{-1/2}\sum_i e_i\otimes f_i .
\]

The Hermitian projector onto \(u\) gives

\[
\Pi(e_j\otimes f_k)=u\,\langle u|e_j\otimes f_k\rangle
=\frac{\delta_{jk}}{d_\alpha}\sum_i e_i\otimes f_i .
\]

Comparison with (9) yields, for both cases,

\[
P^\alpha_{ij}f^\beta_k=\delta_{\alpha\beta}\delta_{jk}f^\alpha_i. \tag{10}
\]

The operator selects row \(j\) and moves it to row \(i\), with coefficient 1.

**The algebra.** For any \(\varphi\) and fixed \(l\), the functions \(f^\beta_k=P^\beta_{kl}\varphi\) are partners by (9). Putting them in (10) gives (3); if they all vanish, both sides are zero. For completeness, split \(V\) into irreducible subspaces with partner bases. On each basis function,

\[
\sum_{\alpha,i}P^\alpha_{ii}f^\beta_k=f^\beta_k,\qquad
\sum_{\alpha,i,j}D^\alpha_{ij}(R)P^\alpha_{ij}f^\beta_k
=\sum_iD^\beta_{ik}(R)f^\beta_i=O_Rf^\beta_k .
\]

These functions span \(V\), so (4) follows.

## What each derivation assumes

Both need a finite group, unitary irreducible matrices, Schur's lemma over the complex numbers and a true representation \(O_RO_S=O_{RS}\). Neither needs unitary \(O_R\).

They differ in where complete reducibility enters. The first applies it to the regular representation and obtains identities between numbers on the group. Its completeness proof needs the full list of irreducible representations, but no decomposition of \(V\), and its finite sums remain valid if \(V\) is infinite-dimensional. The second decomposes \(V\) itself. It needs only the representations that occur there, since by (10) the others give zero. It extends to an infinite-dimensional \(V\) by working, for each \(\varphi\), in the finite span of the functions \(O_R\varphi\).

The shared conditions can fail. If \(O_RO_S\) equals \(O_{RS}\) only up to a phase factor, the relabelling of the group sums leaves uncancelled phases when \(D^\alpha\) is a true representation. The derivations above then apply only after the phases are removed, either by redefining the phase of each \(O_R\) where that is possible or by passing to a larger group with a true representation; alternatively they can be repeated with matrices \(D^\alpha\) that multiply with the same phase factors as the \(O_R\). Over the real numbers the last part of Schur's lemma can fail: the plane rotations by multiples of \(120^\circ\) have no invariant real line, yet a rotation by \(90^\circ\) commutes with them all.

The conjugate in (2) matters when the matrices are complex. Without it, the sum builds functions of the conjugate representation. The program shows this for the rotation group of the tetrahedron acting on 12 points, with a one-dimensional representation in which a threefold rotation has the value \(\omega=e^{2\pi i/3}\). From one point as seed, the unconjugated sum has coefficients of modulus \(1/12\) and acquires \(\omega^*\) instead of \(\omega\). The error in (1) is \(|\omega^*-\omega|/12=\sqrt3/12=0.1443\), as printed.

## Norms, phases and equal blocks

From here on let the \(O_R\) be unitary. Taking the adjoint of (2) and putting \(T=R^{-1}\),

\[
(P^\alpha_{ij})^\dagger
=\frac{d_\alpha}{g}\sum_TD^\alpha_{ij}(T^{-1})O_T
=\frac{d_\alpha}{g}\sum_TD^\alpha_{ji}(T)^*O_T=P^\alpha_{ji}.
\]

Within one representation, drop \(\alpha\). The product rule then gives

\[
\langle P_{ij}\varphi|P_{kj}\varphi\rangle
=\langle\varphi|P_{ji}P_{kj}\varphi\rangle
=\delta_{ik}\langle\varphi|P_{jj}\varphi\rangle. \tag{11}
\]

The partners are orthogonal and have equal norms, so one normalization factor serves them all. If \(P_{jj}\varphi=0\), then \(P_{ij}\varphi=P_{ij}P_{jj}\varphi=0\) for every \(i\), so column \(j\) yields nothing from this seed. Another column may still work; a new seed is needed only if \(P_{jj}\varphi=0\) for every \(j\).

Suppose \(f_i\) and \(c_if_i\) are both nonzero partner sets for the same matrices. Applying \(O_R\) to \(c_jf_j\) in two ways gives

\[
c_j\sum_if_iD_{ij}(R)=\sum_ic_if_iD_{ij}(R),
\]

so \((c_i-c_j)D_{ij}(R)=0\) by linear independence. The diagonal matrix of the \(c_i\) therefore commutes with every \(D(R)\), and Schur's lemma makes all \(c_i\) equal. One common phase is free; the relative phases are not. They are fixed by the chosen matrices, not by the group alone: replacing \(f_i\) by \(\theta_if_i\), with \(|\theta_i|=1\), is allowed if \(D_{ij}\) is also replaced by \(\theta_i^*D_{ij}\theta_j\).

A representation may occur several times. By (10), \(P_{jj}\) keeps one function from each copy, so its trace is the number of copies. Choose independent functions \(f_j^a\) in its image and set \(f_i^a=P_{ij}f_j^a\). If an operator \(H\) commutes with all \(O_R\), it commutes with all \(P_{ij}\), and

\[
\langle f_i^a|H|f_k^b\rangle
=\langle f_j^a|HP_{ji}P_{kj}f_j^b\rangle
=\delta_{ik}\langle f_j^a|H|f_j^b\rangle. \tag{12}
\]

Different rows do not couple, and every row has the same block. With \(H=1\) the same holds for overlaps. If a mean-field solution breaks the symmetry, its Fock operator does not commute with all \(O_R\), and (12) cannot be used.

## Ammonia

The example is restricted Hartree–Fock in the STO-3G basis, which omits electron correlation and has a very small basis. The geometry is chosen, not optimized: each hydrogen is 0.94 Å from the threefold \(z\) axis and 0.38 Å below nitrogen. The first hydrogen lies in the \(xz\) plane. Its \(1s\) orbital is \(h_1\), and a rotation \(C\) by \(120^\circ\) takes \(h_1\to h_2\to h_3\to h_1\). The traces give four A1 copies, no A2 and two E copies, accounting for \(4+0+2\times2=8\) orbitals.

The group has six elements: the rotations \(1,C,C^2\), and each of these preceded by the mirror \(\sigma\), which sends \(y\) to \(-y\). For E, take the matrices that act on \((x,y)\). A rotation by \(\theta\) has first column \((\cos\theta,\sin\theta)\) and second column \((-\sin\theta,\cos\theta)\). A preceding \(\sigma\) keeps the first column and reverses the second. Since \(\sigma h_1=h_1\), the elements pair up:

\[
P_{11}h_1=\tfrac26\left(2h_1-h_2-h_3\right)
=\tfrac13(2h_1-h_2-h_3),
\]

\[
P_{21}h_1=\tfrac26\left(2\cdot\tfrac{\sqrt3}{2}h_2
-2\cdot\tfrac{\sqrt3}{2}h_3\right)
=\tfrac1{\sqrt3}(h_2-h_3).
\]

The second-column contributions cancel in pairs, so \(P_{12}h_1=P_{22}h_1=0\).

The hydrogen orbitals overlap by \(s=0.21304\). The squared norms are

\[
\tfrac19(6-6s)=\tfrac13(2-2s)=\tfrac23(1-0.21304)=0.5246,
\]

equal as (11) requires. The orbital \(2p_x\) gives the other pair, \(P_{11}2p_x=2p_x\) and \(P_{21}2p_x=2p_y\).

After normalization, both rows have the same Fock elements: \(-0.3135\) hartree for nitrogen, \(-0.2594\) hartree for hydrogen and \(-0.6057\) hartree for their coupling. The nitrogen–hydrogen overlap is 0.5620 in each row. One secular equation therefore serves both:

\[
(-0.3135-\varepsilon)(-0.2594-\varepsilon)
-(-0.6057-0.5620\,\varepsilon)^2=0,
\]

with \(\varepsilon\) in hartree. Its roots are \(-0.572\) and \(0.730\) hartree, each occurring twice in the full spectrum. In this model the lower level lies at about \(-15.6\) eV; this is a minimal-basis orbital energy, not an accurate prediction for the molecule. At the same geometry, Hartree–Fock in the cc-pVTZ basis puts it at \(-0.623\) hartree and in aug-cc-pVTZ at \(-0.628\) hartree (\(-17.1\) eV), about 1.5 eV lower. The upper, unoccupied level depends on the basis far more strongly: the lowest unoccupied E level is 0.217 hartree in cc-pVTZ and 0.049 hartree in aug-cc-pVTZ.

Now project \(h_2=O_Ch_1\) separately onto each row. Equation (7), with \(P_{12}h_1=P_{22}h_1=0\), gives

\[
P_{11}h_2=D_{11}(C)P_{11}h_1=-\tfrac12P_{11}h_1,
\]

\[
P_{22}h_2=D_{21}(C)P_{21}h_1=+\tfrac{\sqrt3}{2}P_{21}h_1 .
\]

Each function has the correct row symmetry, but the two are not partners. Their squared norms are \(0.5246/4=0.1312\) and \(3\times0.5246/4=0.3935\), in the ratio 1:3. Normalizing them separately repairs the norms and leaves opposite signs relative to the true pair. Their couplings to \(2p_x\) and \(2p_y\) are \(+0.6057\) and \(-0.6057\) hartree. Averaging the two blocks would erase the coupling.

Solving each row with its own Fock and overlap blocks would still give the right energies, because reversing one basis function changes the sign of both off-diagonal elements and leaves the secular equation unchanged. Reusing the Fock and overlap blocks of the first row together also gives the right energies. The fault appears when the Fock block of the first row is combined with the overlap block of the second, which gives the roots \(-2.037\) and \(0.205\) hartree, or when orbital coefficients are carried from one row to the other: the coefficients of the lower orbital, used with the functions of the second row, give a function whose Fock expectation value is \(0.713\) hartree instead of \(-0.572\). The true partner of \(P_{11}h_2\) is

\[
P_{21}h_2=D_{11}(C)P_{21}h_1=-\tfrac12P_{21}h_1,
\]

which has the same factor \(-\tfrac12\) in both rows. The numerical check tests the operator algebra and these ammonia blocks.

## Computed results

```
C3v: order 6, irrep dimensions [1, 1, 2], sum of squares 6
C3v: largest error, orthogonality table: 3e-16
C3v: largest error, product rule: 7e-16
C3v: largest error, completeness: 4e-16
C3v: largest error, recovery of O_R: 4e-16
C3v: largest error, left law (partners): 6e-16
C3v: largest error, right law: 5e-16
T: order 12, irrep dimensions [1, 1, 1, 3], sum of squares 12
T: largest error, orthogonality table: 4e-16
T: largest error, product rule: 1e-16
T: largest error, completeness: 8e-17
T: largest error, recovery of O_R: 2e-16
T: largest error, left law (partners): 1e-16
T: largest error, right law: 1e-16
T: partner-law violation without conjugation (E+): 0.1443
C3v: dimension of the commutant of the E matrices: 1
NH3: H distance from axis 0.94, H below N 0.38 angstrom
NH3: N-H length 1.0139 angstrom, H-N-H angle 106.82 degrees
NH3: RHF/STO-3G total energy -55.454191 hartree
NH3: multiplicity of A1 from the trace: 4
NH3: multiplicity of A2 from the trace: 0
NH3: multiplicity of E from the trace: 2
P_11 h1, coefficients on h1 h2 h3: [ 0.6667 -0.3333 -0.3333]
P_21 h1, coefficients on h1 h2 h3: [ 0.      0.5774 -0.5774]
P_21 2px, coefficients on 2px 2py 2pz: [0. 1. 0.]
H 1s - H 1s overlap: 0.21304
squared norms of P_11 h1, P_21 h1: 0.52464, 0.52464
E row 1: Fock pp -0.31352, ph -0.60574, hh -0.25943 hartree; overlap ph 0.56198
E row 2: Fock pp -0.31352, ph -0.60574, hh -0.25943 hartree; overlap ph 0.56198
largest Fock element between rows 1 and 2: 4e-16 hartree
P_11 h2, coefficients on h1 h2 h3: [-0.3333  0.1667  0.1667]
P_22 h2, coefficients on h1 h2 h3: [ 0.   0.5 -0.5]
P_21 h2, coefficients on h1 h2 h3: [ 0.     -0.2887  0.2887]
squared norms of P_11 h2, P_22 h2: 0.13116, 0.39348; ratio 3.0000
partner-law violation after normalizing both: 1.5942
their Fock couplings to 2px, 2py: 0.60574, -0.60574 hartree
A1 levels (hartree): -15.30440 -1.08907 -0.35187 0.63782
E levels, each twice (hartree): -0.57203 0.72970
lower E level: -15.566 eV
largest difference from full spectrum: 1e-15 hartree
```
